# Auxiliary-Boson Compression of RPA Screening for Frequency-Free G0W0: test program

```python
"""Auxiliary-boson form of G0W0, tested on the free Sr atom (closed shell).

Result under test: with fitted integrals (pq|rs) = sum_P L[pq,P] L[rs,P], the
particle-hole bosons may be projected on an orthonormal basis Q of the column
space of L.  With d = Q^T D Q and l = Q^T L (D: diagonal particle-hole gaps)
    d^(1/2) (d + 4 l l^T) d^(1/2) Z = Z Omega^2
    w[pk,nu] = sqrt(2) L[pk] . (l^T d^(1/2) Z)[:,nu] / sqrt(Omega[nu])
    Sigma_p(x) = sum_{k,nu} w^2 / (x - e_k -+ Omega)   (- empty k, + filled k)
The projection drops only the part of D linking span(Q) to its complement.
Starting point: Hartree-Fock.  Internal unit: hartree.  Printed energies: eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import cholesky, solve_triangular
from scipy.optimize import brentq
from pyscf import gto, scf, df, ao2mo

EV = physical_constants["Hartree energy in eV"][0]

# ---------- atom, orbitals and fitted integrals ----------
mol = gto.M(atom="Sr 0 0 0", basis="def2-qzvpp", ecp="def2-tzvp", verbose=0)
assert mol.nelectron == 10
mean_field = scf.RHF(mol)
mean_field.conv_tol = 1e-11
mean_field.kernel()
assert mean_field.converged
orb, energy = mean_field.mo_coeff, mean_field.mo_energy
n_orb = energy.size
n_occ = mol.nelectron // 2
homo, lumo = n_occ - 1, n_occ

smallest_exponent, ratio = 0.04, 2.5
functions_per_l = [8, 8, 8, 7, 5]
fit_shells = [[ang, [smallest_exponent * ratio**k, 1.0]]
              for ang, count in enumerate(functions_per_l)
              for k in range(count)]
aux = gto.M(atom="Sr 0 0 0", basis={"Sr": fit_shells}, verbose=0)
three_center = df.incore.aux_e2(mol, aux, "int3c2e", aosym="s1")
n_aux = three_center.shape[2]
metric_factor = cholesky(aux.intor("int2c2e"), lower=True)
three_mo = np.einsum("mp,mnP,nq->pqP", orb, three_center, orb, optimize=True)
fit = solve_triangular(metric_factor, three_mo.reshape(-1, n_aux).T,
                       lower=True).T.reshape(n_orb, n_orb, n_aux)

L = fit[:n_occ, n_occ:].reshape(-1, n_aux)
gaps = (energy[None, n_occ:] - energy[:n_occ, None]).ravel()
D = np.diag(gaps)
n_ph = gaps.size
side = np.where(np.arange(n_orb) < n_occ, -1.0, 1.0)


def bosons(d, l):
    """Mode energies and their couplings to the fitting functions."""
    val, vec = np.linalg.eigh(d)
    root = (vec * np.sqrt(val)) @ vec.T
    square, z = np.linalg.eigh(root @ (d + 4 * l @ l.T) @ root)
    omega = np.sqrt(square)
    return omega, np.sqrt(2) * (l.T @ root @ z) / np.sqrt(omega)


def sigma(x, w, omega):
    """Correlation self-energy as a sum over poles."""
    poles = energy[:, None] + side[:, None] * omega[None, :]
    return np.sum(w**2 / (x - poles))


def quasiparticle(p, w, omega):
    """Root between the highest hole pole and the lowest particle pole."""
    low = energy[homo] - omega.min() + 1e-6
    high = energy[lumo] + omega.min() - 1e-6
    return brentq(lambda x: x - energy[p] - sigma(x, w, omega),
                  low, high, xtol=1e-13)


def sigma_quadrature(x, p, d, l, n_grid=80):
    """Imaginary-frequency integral of G0 times W, W from the Dyson equation."""
    node, weight = np.polynomial.legendre.leggauss(n_grid)
    freq = 0.3 * (1 + node) / (1 - node)
    weight = weight * 0.6 / (1 - node)**2
    one, shift, total = np.eye(n_aux), x - energy, 0.0
    for u, wt in zip(freq, weight):
        minus_pi = 4 * l.T @ np.linalg.solve(d @ d + u**2 * np.eye(len(d)),
                                             d @ l)
        screened = np.linalg.inv(one + minus_pi) - one
        w_k = np.sum((fit[p] @ screened) * fit[p], axis=1)
        total -= wt / np.pi * np.sum(w_k * shift / (shift**2 + u**2))
    return total


def correlation_energy(omega, d, l):
    """Zero-point energy (1/2) tr(Omega - A), with A = d + 2 l l^T."""
    return 0.5 * (omega.sum() - np.trace(d) - 2 * np.sum(l**2))


# ---------- full problem, compressed problem, enlarged problem ----------
left, singular, _ = np.linalg.svd(L, full_matrices=False)
Q = left[:, singular > 1e-7 * singular[0]]
rank = Q.shape[1]
d1, l1 = Q.T @ D @ Q, Q.T @ L
both = np.hstack([Q, gaps.min() * Q / gaps[:, None]])
left, singular, _ = np.linalg.svd(both, full_matrices=False)
Q2 = left[:, singular > 1e-7 * singular[0]]
d2, l2 = Q2.T @ D @ Q2, Q2.T @ L

problems = {"full": (D, L), "compressed": (d1, l1), "enlarged": (d2, l2)}
modes = {name: bosons(*pair) for name, pair in problems.items()}
om_full, amp_full = modes["full"]
om_1, amp_1 = modes["compressed"]
om_2, amp_2 = modes["enlarged"]
n_active = int(np.sum(np.linalg.norm(amp_full, axis=0) > 1e-7))
assert rank < n_ph

# mode energies against the non-symmetric RPA matrix
a_mat, b_mat = d1 + 2 * l1 @ l1.T, 2 * l1 @ l1.T
raw = np.linalg.eigvals(np.block([[a_mat, b_mat], [-b_mat, -a_mat]]))
positive = np.sort(raw.real[raw.real > 0])
assert np.allclose(positive, om_1, atol=1e-6)

# pole sums against frequency quadrature, at midgap
midgap = 0.5 * (energy[homo] + energy[lumo])
pole_value, grid_value = {}, {}
for name in ("full", "compressed"):
    omega, amp = modes[name]
    for p in (homo, lumo):
        pole_value[name, p] = sigma(midgap, fit[p] @ amp, omega)
        grid_value[name, p] = sigma_quadrature(midgap, p, *problems[name])
        assert abs(pole_value[name, p] - grid_value[name, p]) < 1e-7

# the cause of the error: delete only the linking block of D in the full space
projector = Q @ Q.T
rest = np.eye(n_ph) - projector
unlinked = projector @ D @ projector + rest @ D @ rest
om_cut, amp_cut = bosons(0.5 * (unlinked + unlinked.T), L)
for p in (homo, lumo):
    cut_value = sigma(midgap, fit[p] @ amp_cut, om_cut)
    assert abs(cut_value - pole_value["compressed", p]) < 1e-7
leakage = np.linalg.norm(D @ Q - Q @ d1, 2)
assert leakage > 1e-3

# conserved tail, gap free of poles, one-sided static error, exact repair
tail_full = (amp_full * om_full) @ amp_full.T
tail_1 = (amp_1 * om_1) @ amp_1.T
assert np.allclose(tail_full, tail_1, atol=1e-6)
assert om_1.min() > gaps.min() - 1e-9
static = {name: -2 * (amp / omega) @ amp.T
          for name, (omega, amp) in modes.items()}
assert np.linalg.eigvalsh(static["compressed"] - static["full"]).min() > -1e-7
assert np.allclose(static["enlarged"], static["full"], atol=1e-6)
for power in (-2, -1, 0, 1):
    wanted = L.T @ (gaps[:, None]**float(power) * L)
    val, vec = np.linalg.eigh(d2)
    turned = vec.T @ l2
    found = turned.T @ (val[:, None]**float(power) * turned)
    assert np.allclose(wanted, found, atol=1e-5)

# zero-point formula in Fock space, then the variational order
levels = np.arange(80)
lower_op = np.diag(np.sqrt(levels[1:]), 1)
one_mode = np.diag(1.0 * levels) + 0.15 * (lower_op @ lower_op
                                         + lower_op.T @ lower_op.T)
fock_ground = np.linalg.eigvalsh(one_mode)[0]
assert abs(fock_ground - 0.5 * (np.sqrt(1 - 0.3**2) - 1)) < 1e-10
e_corr = {name: correlation_energy(modes[name][0], *problems[name])
          for name in problems}
assert e_corr["full"] <= e_corr["enlarged"] + 1e-8
assert e_corr["enlarged"] <= e_corr["compressed"] + 1e-8

# ---------- quasiparticle energies ----------
qp = {(name, p): quasiparticle(p, fit[p] @ amp, omega)
      for name, (omega, amp) in modes.items() for p in (homo, lumo)}

# reference without fitted integrals
eri = mol.intor("int2e", aosym="s8")
occ, vir = orb[:, :n_occ], orb[:, n_occ:]
ovov = ao2mo.general(eri, (occ, vir, occ, vir), compact=False)
root_gap = np.sqrt(gaps)
square, z = np.linalg.eigh(root_gap[:, None] * (D + 4 * ovov) * root_gap)
om_ref = np.sqrt(square)
for p in (homo, lumo):
    pkov = ao2mo.general(eri, (orb[:, [p]], orb, occ, vir), compact=False)
    w_ref = np.sqrt(2) * (pkov * root_gap) @ z / np.sqrt(om_ref)
    qp["unfitted", p] = quasiparticle(p, w_ref, om_ref)
    assert abs(qp["unfitted", p] - qp["full", p]) * EV < 0.05

# arrow matrix of the compressed problem, coinciding poles merged
strength, arrow_size = {}, {}
for p in (homo, lumo):
    w = fit[p] @ amp_1
    poles = (energy[:, None] + side[:, None] * om_1[None, :]).ravel()
    bright = w.ravel()**2 > 1e-14
    place, index = np.unique(np.round(poles[bright], 6), return_inverse=True)
    merged = np.bincount(index.ravel(), weights=w.ravel()[bright]**2)
    arrow = np.diag(np.append(place, energy[p]))
    arrow[-1, :-1] = arrow[:-1, -1] = np.sqrt(merged)
    value, vector = np.linalg.eigh(arrow)
    main = np.argmax(vector[-1]**2)
    strength[p], arrow_size[p] = vector[-1, main]**2, len(arrow)
    x, h = qp["compressed", p], 1e-4
    slope = (sigma(x + h, w, om_1) - sigma(x - h, w, om_1)) / (2 * h)
    assert abs(value[main] - x) < 1e-6
    assert abs(strength[p] - 1 / (1 - slope)) < 1e-5

# ---------- printed numbers ----------
print("Free Sr atom, def2-QZVPP, 28-electron core potential, G0W0@HF")
print(f"explicit electrons: {mol.nelectron}")
print(f"orbitals: {n_orb}, occupied: {n_occ}")
print(f"fitting exponents: {smallest_exponent} bohr^-2 times {ratio}^k")
print(f"fitting shells for l = 0..4: {functions_per_l}")
print(f"fitting functions N_aux: {n_aux}")
print(f"particle-hole pairs N_ph: {n_ph}")
print(f"full RPA modes that couple to charge: {n_active}")
print(f"compressed bosons r: {rank}")
print(f"enlarged boson set: {Q2.shape[1]}")
print(f"smallest particle-hole gap: {gaps.min()*EV:.4f} eV")
print(f"norm of dropped linking block of D: {leakage*EV:.3f} eV")
print(f"lowest compressed boson energy: {om_1.min()*EV:.4f} eV")
print(f"midgap energy: {midgap*EV:.4f} eV")
for p, tag in ((homo, "HOMO"), (lumo, "LUMO")):
    degeneracy = int(np.sum(abs(energy - energy[p]) < 1e-5))
    print(f"{tag} spatial degeneracy: {degeneracy}")
    for name in ("full", "compressed"):
        print(f"{tag} midgap Sigma, {name}: poles "
              f"{pole_value[name, p]*EV:.6f} eV, quadrature "
              f"{grid_value[name, p]*EV:.6f} eV")
    print(f"{tag} Hartree-Fock level: {energy[p]*EV:.4f} eV")
    for name in ("unfitted", "full", "compressed", "enlarged"):
        print(f"{tag} G0W0 level, {name}: {qp[name, p]*EV:.4f} eV")
    print(f"{tag} fitting error: "
          f"{(qp['full', p]-qp['unfitted', p])*EV:.5f} eV")
    for name in ("compressed", "enlarged"):
        print(f"{tag} compression error, {name}: "
              f"{(qp[name, p]-qp['full', p])*EV:.5f} eV")
    print(f"{tag} pole strength Z, compressed: {strength[p]:.4f}")
    print(f"{tag} merged arrow matrix dimension: {arrow_size[p]}")
pair = fit[homo, homo]
for name in problems:
    print(f"static W_c of HOMO density, {name}: "
          f"{pair @ static[name] @ pair*EV:.5f} eV")
for name in problems:
    print(f"RPA correlation energy, {name}: {e_corr[name]*EV:.5f} eV")
print("done: every assertion held")
```

Printed output:

```
Free Sr atom, def2-QZVPP, 28-electron core potential, G0W0@HF
explicit electrons: 10
orbitals: 63, occupied: 5
fitting exponents: 0.04 bohr^-2 times 2.5^k
fitting shells for l = 0..4: [8, 8, 8, 7, 5]
fitting functions N_aux: 166
particle-hole pairs N_ph: 290
full RPA modes that couple to charge: 237
compressed bosons r: 148
enlarged boson set: 234
smallest particle-hole gap: 5.4748 eV
norm of dropped linking block of D: 199.126 eV
lowest compressed boson energy: 6.4213 eV
midgap energy: -2.1917 eV
HOMO spatial degeneracy: 1
HOMO midgap Sigma, full: poles -0.947553 eV, quadrature -0.947553 eV
HOMO midgap Sigma, compressed: poles -0.891567 eV, quadrature -0.891567 eV
HOMO Hartree-Fock level: -4.9291 eV
HOMO G0W0 level, unfitted: -5.6445 eV
HOMO G0W0 level, full: -5.6425 eV
HOMO G0W0 level, compressed: -5.6133 eV
HOMO G0W0 level, enlarged: -5.6425 eV
HOMO fitting error: 0.00196 eV
HOMO compression error, compressed: 0.02919 eV
HOMO compression error, enlarged: -0.00000 eV
HOMO pole strength Z, compressed: 0.9408
HOMO merged arrow matrix dimension: 150
LUMO spatial degeneracy: 3
LUMO midgap Sigma, full: poles -0.284997 eV, quadrature -0.284997 eV
LUMO midgap Sigma, compressed: poles -0.276212 eV, quadrature -0.276212 eV
LUMO Hartree-Fock level: 0.5457 eV
LUMO G0W0 level, unfitted: 0.1677 eV
LUMO G0W0 level, full: 0.1671 eV
LUMO G0W0 level, compressed: 0.1873 eV
LUMO G0W0 level, enlarged: 0.1671 eV
LUMO fitting error: -0.00057 eV
LUMO compression error, compressed: 0.02020 eV
LUMO compression error, enlarged: 0.00000 eV
LUMO pole strength Z, compressed: 0.9617
LUMO merged arrow matrix dimension: 230
static W_c of HOMO density, full: -0.38970 eV
static W_c of HOMO density, compressed: -0.38789 eV
static W_c of HOMO density, enlarged: -0.38970 eV
RPA correlation energy, full: -7.73702 eV
RPA correlation energy, compressed: -7.56290 eV
RPA correlation energy, enlarged: -7.73697 eV
done: every assertion held
```
